The photon spectral function starts at zero, not at 4m²

A weak external current, uniform throughout empty space, oscillates with frequency ω. Because it is uniform, it can supply energy ω but no momentum. Let ω be half the electron rest energy m. The current cannot radiate one photon, because a photon of energy ω carries momentum ω. It cannot create an electron–positron pair, because that costs at least 2m. Does the vacuum take any energy from it?

The photon spectral function answers this. It lists, by squared mass s, the states that the electromagnetic field can create from the vacuum. The belief at issue is that, apart from the photon itself at s = 0, this list is empty up to s = 4m². On that view the current loses nothing.

The belief has good grounds. The electron is the lightest charged particle, and in QED the photon couples directly only to charged particles. The one-loop vacuum polarization has an imaginary part only above 4m². Below that point, however, the current can radiate three photons, coupled to it through a virtual electron loop. I consider QED with photons and electrons only, and show that for 0 < s ≪ 4m², at leading order,

Im Π(s) = C α⁴ s⁴/m⁸,  C = 17/(11 664 000 π³) = 4.70 × 10⁻⁸.

**What the spectral function measures**

Units are ħ = c = 1, with α = e²/4π and metric (+,−,−,−). The photon propagator is proportional to 1/{q²[1 + Π(q²)]}, with Π(0) = 0. With one subtraction at q² = 0, the dispersion relation is

Π(q²) = (q²/π) ∫ds Im Π(s)/[s(s − q²)].

To first order in Π the propagator changes by

−Π/q² = ∫ds ρ(s)/(q² − s),  ρ(s) = Im Π(s)/(πs).

This is a sum of propagators of mass √s with weight ρ. An s⁴ law for Im Π is therefore an s³ law for ρ.

Let ε_μJ^μ be the amplitude for a virtual photon of polarization ε to become a state X. The field creates X with amplitude J^μ/s, the factor 1/s being the photon propagator. Summing over states gives

2πρ (−g^{μν} + q^μq^ν/s) = (1/s²) ∫dΦ Σ J^μJ^{ν*},

where dΦ is Lorentz-invariant phase space. Contraction with −g_{μν} turns the bracket into 4 − 1 = 3, so

Im Π = πsρ = (1/6s) ∫dΦ Σ(−g_{μν}J^μJ^{ν*}).

The pair state shows where the belief comes from. Its spin sum is 4e²(s + 2m²), and its phase space is v/8π with v = √(1 − 4m²/s). Hence

Im Π = (1/6s) · 4·4πα(s + 2m²) · v/8π = (α/3)(1 + 2m²/s)v.

This begins at 4m², but it describes one kind of final state.

**Which states lie below the pair threshold**

Below 4m² a cut through a diagram can cross photon lines only. A single photon is the pole at s = 0 and is not part of the self-energy. For n − 1 photons, the virtual photon and the final photons attach to an electron loop with n vertices. Apart from even denominators, the loop contains

Tr[γ^{a₁}S(p₁) … γ^{aₙ}S(pₙ)],  S(p) = γ·p + m.

The charge-conjugation matrix obeys C_c γ^μ C_c⁻¹ = −(γ^μ)ᵀ, so C_c S(p) C_c⁻¹ = S(−p)ᵀ. Inserting C_c⁻¹C_c between all factors, and using the fact that a transposed product reverses its order, gives

(−1)ⁿ Tr[S(−pₙ)γ^{aₙ} … S(−p₁)γ^{a₁}].

This is (−1)ⁿ times the loop traversed the other way, and both directions occur in the sum. For n = 3 they cancel, so the two-photon state is absent at this order. For n = 4 they add. The three-photon amplitude has four vertices and is of order e⁴; its square is of order e⁸, or α⁴. In fixed-order perturbation theory, then, the threshold 4m² is correct through order α³ and fails at order α⁴.

**The four-photon vertex at low energy**

When all momenta are small compared with m, the electron loop acts as a local interaction. Its strength follows from constant fields. Integrating out the electron in Euclidean space gives

L = ½ ln det(−D̸² + m²)/volume = −½ ∫₀^∞ (dT/T) e^{−m²T} k(T),

where D̸ = γ·D contains the covariant derivative D, and k is the trace of exp(TD̸²) per unit volume. Take a field b₁ in the 1–2 plane and b₂ in the 3–4 plane. Each plane has Landau levels eb(2n + 1 + σ), with σ = ±1 for spin and eb/2π states per unit area. With x = ebT,

Σₙ e^{−x(2n+1)} = 1/(2 sinh x),  Σ_σ e^{−xσ} = 2 cosh x.

Each plane thus contributes (eb/2π) coth x. With x₁ = eb₁T and x₂ = eb₂T,

L = −(1/8π²) ∫(dT/T³) e^{−m²T} (x₁ coth x₁)(x₂ coth x₂).

Since x coth x = 1 + x²/3 − x⁴/45 + …, the quartic part of the product is −(x₁⁴ + x₂⁴)/45 + x₁²x₂²/9. The lower terms renormalize the vacuum energy and the charge. Using ∫T e^{−m²T}dT = 1/m⁴,

L₄ = (e⁴/8π²m⁴)[(b₁⁴ + b₂⁴)/45 − b₁²b₂²/9].

The return to real time sets b₁ = B and b₂² = −E² for parallel fields. The bracket becomes (B⁴ + E⁴ + 5E²B²)/45, which equals [(E² − B²)² + 7E²B²]/45. Lorentz invariance and parity allow only (E² − B²)² and (E·B)² at this order, so parallel fields fix both coefficients. With e⁴ = 16π²α²,

L₄ = K[(E² − B²)² + 7(E·B)²],  K = 2α²/(45m⁴).

This is the Euler–Heisenberg interaction. It also holds for the virtual photon here, because s ≪ 4m². Terms with more derivatives are suppressed by further powers of s/m².

**The three-photon amplitudes**

Define f = E + iB and g = E − iB. Then E² − B² = (f·f + g·g)/2 and E·B = (f·f − g·g)/4i, so

L₄/K = ¼(f·f + g·g)² − (7/16)(f·f − g·g)²
= −(3/16)[(f·f)² + (g·g)²] + (11/8)(f·f)(g·g).

In the rest frame of q the virtual photon is a pure electric field, so f₀ = g₀ = √s ε up to a phase. The three final momenta lie in a plane with unit normal u. For a photon of direction n, put t = u × n and e = (t + iu)/√2. Since n × t = u and n × u = −t, one has n × e = −ie. With E = ωe and B = ωn × e, this helicity has f = 2ωe and g = 0. The opposite helicity has f = 0 and g = 2ωe*. Using conjugate fields for outgoing photons exchanges f and g, which leaves the helicity sum unchanged.

Let s_ij = 2ω_iω_j(1 − cos θ_ij) be the pair invariants, and write x = s₂₃, y = s₁₃, z = s₁₂, so that x + y + z = s. From the polarization vectors,

f_i·f_j = −s_ij,  f_i·f_j* = 4ω_iω_j − s_ij.

Also x = (q − k₁)² = s − 2√s ω₁, so 4sω₁² = (s − x)², and similarly for the others.

The amplitude is the part of L₄ linear in each of the four fields. If photons 1 and 2 have one helicity and photon 3 the other, only (f·f)(g·g) contributes. Each scalar product gives a factor 2:

ε·J = K(11/8)·4 (f₁·f₂)(√s ε·g₃).

Summing |ε·J|² over three directions of ε gives

|J(++−)|² = (121/4)K²z² · 4sω₃² = (121/4)K²z²(s − z)².

For equal helicities only (f·f)² contributes. Its mixed part is 8 times the sum over the three ways of pairing four fields, so

ε·J = −(3/2)K√s ε·V,  V = −(x f₁ + y f₂ + z f₃).

In s|V|² the squares give Σx²(s − x)², where Σ runs over the three invariants. The cross term of photons 1 and 2 is twice

xy[(s − x)(s − y) − sz] = xy[s² − s(x + y + z) + xy] = x²y².

Therefore

|J(+++)|² = (9/4)K²[Σx²(s − x)² + 2Σx²y²],

where Σx²y² runs over the three pairs. Two helicity choices are equal and six are mixed. The total is

Σ|J|² = K²[65Σx²(s − x)² + 9Σx²y²].

**Phase space and the coefficient**

After momentum conservation removes k₃, the angular integrations leave

dΦ = (2π)⁻⁵ · 8π² ω₁²ω₂² dω₁dω₂ d(cos θ) δ(√s − ω₁ − ω₂ − ω₃)/(8ω₁ω₂ω₃).

From ω₃² = ω₁² + ω₂² + 2ω₁ω₂ cos θ follows dω₃ = (ω₁ω₂/ω₃) d(cos θ). The delta function then gives dΦ = dω₁dω₂/(32π³). Since |dx| = 2√s dω₁ and |dy| = 2√s dω₂,

dΦ = dx dy/(128π³s),  x, y ≥ 0, x + y ≤ s.

The two integrals needed are

∫∫x²(s − x)² dy dx = ∫₀^s x²(s − x)³dx = s⁶/60,
∫∫x²y² dy dx = ⅓∫₀^s x²(s − x)³dx = s⁶/180.

Each occurs three times, so the integral of Σ|J|²/K² is

(65·3/60 + 9·3/180)s⁶ = (13/4 + 3/20)s⁶ = 17s⁶/5.

With 1/3! for identical photons,

Im Π = (1/6s)(1/6)(1/128π³s)(4α⁴/2025m⁸)(17s⁶/5)
= 17α⁴s⁴/(11 664 000π³m⁸).

In the sum 17/5, equal helicities contribute the amount 3/8, a share of (3/8)/(17/5) = 11%; mixed helicities supply the other 89%.

The current in the opening example therefore does lose energy. At √s = 0.5m, about 255 keV, the formula gives Im Π = 5.2 × 10⁻¹⁹, up to omitted corrections of relative order s/m² = 0.25. Above the pair threshold, at s = 7m², the one-loop value is 2.0 × 10⁻³. Far below threshold the spectrum is extremely weak, but it is not empty. A photon of energy ω and squared mass s would decay through this cut at the rate s Im Π/ω. This vanishes as s → 0, so the cut gives a real photon no decay rate.

The formula fails as s approaches 4m². There the loop is no longer local, and the Coulomb attraction of a nearly real pair must be included. This attraction also binds pairs into positronium, whose spin-one ground state appears as a narrow, strong peak just below 4m². The value 4m² keeps its meaning as the threshold for free pairs.

**What changes near zero momentum**

Expanding the dispersion relation in q² gives (1/π)∫ds Im Π/s^{n+1} as the coefficient of (q²)ⁿ. At one loop every such integral converges, because the spectrum starts at 4m². With the three-photon cut, the integrand near zero is constant for n = 3 but proportional to 1/s for n = 4. The fourth coefficient diverges logarithmically. The responsible term is

Π ⊃ −(C/π)α⁴(q²/m²)⁴ ln(−q²/m²).

Just above the positive real axis the logarithm has imaginary part −π, which reproduces Im Π = Cα⁴s⁴/m⁸. Low-energy expansions remain useful, but from order α⁴ onward they contain a logarithm and are not a Taylor series with radius 4m².

**What changes at large distance**

A static source has q² = −k². Each mass √s in the spectrum adds a Yukawa potential, so the relative change of the Coulomb potential linear in the source is

δV/V = (1/π) ∫(ds/s) Im Π(s) e^{−√s r}.

For the pair spectrum, s = 4m²t² gives the Uehling term

δV/V = (2α/3π) ∫₁^∞ (dt/t)√(1 − 1/t²)(1 + 1/2t²)e^{−2mrt},

which falls essentially as e^{−2mr}. For the three-photon spectrum, set μ = √s, so ds/s = 2dμ/μ:

δV/V = (2Cα⁴/πm⁸)∫₀^∞ μ⁷e^{−μr}dμ = 2·7! Cα⁴/[π(mr)⁸]
= 119α⁴/[8100π⁴(mr)⁸].

Extending the small-s law to infinity is harmless for mr ≫ 1, where the exponential removes large μ. A power must eventually exceed an exponential. With α = 0.00729735 the tail is 4.28 × 10⁻¹³/(mr)⁸. The list compares this leading tail with numerical quadrature of the Uehling integral. At mr = 10 the mean s in the tail integral is already 0.72m², so the three-photon entry there indicates only the order of magnitude:

mr = 10: Uehling 5.7 × 10⁻¹⁴, three-photon 4.3 × 10⁻²¹
mr = 20: Uehling 4.5 × 10⁻²³, three-photon 1.7 × 10⁻²³
mr = 30: Uehling 5.2 × 10⁻³², three-photon 6.5 × 10⁻²⁵

A numerical root search puts the crossing of the Uehling term and the leading tail at mr = 20.6, that is r = 0.150 bohr or 8.0 pm. Both corrections are then 1.3 × 10⁻²³ of the Coulomb potential. The mean s in the tail integral is (9!/7!)/r² = 72/r² = 0.17m², well below 4m². The omitted terms in s/m² have coefficients not computed here. Near the crossing the logarithm of the ratio of the two terms changes by about 1.7 per unit of mr, so a 10% change of the tail would move the crossing by only about 0.06/m.

This tail would not be the largest correction around a real static charge Ze. For a purely electric field, L = E²/2 + KE⁴, so

D = E + 4KE³ = Ze/(4πr²),  δE/E ≈ −4KD² = −KZ²α/(πr⁴).

Integrating the field inward from infinity turns the r⁻⁶ correction into r⁻⁵/5, hence

δV/V = −KZ²α/(5πr⁴) = −2α(Zα)²/[225π(mr)⁴].

For Z = 1 at the crossing this is −6.1 × 10⁻¹⁵, about 460 million times the three-photon term in magnitude. The two differ in their dependence on the source: this change of the potential is cubic in the charge, whereas the three-photon tail is linear. The spectral function governs the linear response, and there the longest-range correction found here comes from light states of three photons, not from pairs.
